# Grating encoder phase from plus and minus first diffraction orders

## Definitions and conventions

A reflection grating lies in the plane $z=0$, with its grooves along $y$ and its pitch $p$ along $x$. Light arrives from above, from positive $z$. The grating wavenumber is

$$K=\frac{2\pi}{p}.$$

The light has angular frequency $\omega$, vacuum wavelength $\lambda$ and wavenumber $k=2\pi/\lambda=\omega/c$. Fields carry the time factor $e^{-i\omega t}$. The displacement of the grating from its reference position is $x$. To keep it distinct from a point in space, a field point is written $\mathbf r=(X,Y,Z)$.

The incident plane wave has wavevector

$$\mathbf k_{\rm in}=(k_x,\,0,\,-k_{z,\rm in}),\qquad k_{z,\rm in}=\sqrt{k^2-k_x^2}.$$

A grating at rest keeps the frequency, and its periodicity allows the tangential wavenumber to change by multiples of $K$. Order $m$ therefore leaves with

$$\mathbf k_m=(k_x+mK,\,0,\,k_{z,m}),\qquad k_{z,m}=\sqrt{k^2-(k_x+mK)^2}.$$

Its complex amplitude is $r_m$ when the grating is at the reference position, and $\varphi_m$ is its phase. The quantity to be found is $\varphi_{-1}-\varphi_{+1}$. Exchanging the two orders reverses its sign but not the fringe period.

The grating is rigid and responds linearly. Each order is diffracted once, and fixed optics then bring orders $+1$ and $-1$ together on a detector in the same polarization. Both orders must propagate, which for incidence angle $\theta$ means $|\sin\theta\pm\lambda/p|<1$. At normal incidence this is $\lambda<p$.

The result is

$$\varphi_{-1}-\varphi_{+1}=\varphi_0+\frac{4\pi x}{p},$$

where $\varphi_0$ does not depend on $x$. A displacement of $p/2$ adds $2\pi$, which is one full fringe.

## First derivation: displacing the scatterer

Let the grating be displaced by a constant vector $\mathbf d$. Measure positions from an origin fixed to the grating, $\mathbf r'=\mathbf r-\mathbf d$. The incident wave becomes

$$e^{i\mathbf k_{\rm in}\cdot\mathbf r}
=e^{i\mathbf k_{\rm in}\cdot\mathbf d}\,e^{i\mathbf k_{\rm in}\cdot\mathbf r'}.$$

Seen from the new origin, the grating is in its reference position and the incident wave has merely gained a constant factor. By linearity, order $m$ gains the same factor:

$$E_m=e^{i\mathbf k_{\rm in}\cdot\mathbf d}\,r_m\,e^{i\mathbf k_m\cdot\mathbf r'}.$$

Returning to the laboratory origin with $\mathbf r'=\mathbf r-\mathbf d$ gives

$$E_m=r_m\,e^{i(\mathbf k_{\rm in}-\mathbf k_m)\cdot\mathbf d}\,e^{i\mathbf k_m\cdot\mathbf r}.$$

For $\mathbf d=(x,0,0)$ only the tangential components count:

$$(\mathbf k_{\rm in}-\mathbf k_m)\cdot\mathbf d
=[k_x-(k_x+mK)]\,x=-mKx.$$

Order $+1$ is thus multiplied by $e^{-iKx}$ and order $-1$ by $e^{+iKx}$. No thin-grating approximation was made: groove shape and material enter through $r_m$ alone. The factor contains neither $k$ nor $k_x$, so it is the same for every wavelength and incidence angle at which the order propagates. A finite beam is a sum of plane waves that all gain this factor, so the law also holds for such a beam while the lit area stays on the grating.

Let the constant factors of the recombining optics be absorbed in $r_{\pm1}$. The detector field is

$$E=r_{+1}e^{-iKx}+r_{-1}e^{iKx}.$$

Its squared modulus is

$$I=|r_{+1}|^2+|r_{-1}|^2
+2\,{\rm Re}\!\left(r_{-1}r_{+1}^*e^{2iKx}\right).$$

With $\varphi_0=\arg(r_{-1}r_{+1}^*)$ and $2K=4\pi/p$,

$$I=|r_{+1}|^2+|r_{-1}|^2
+2|r_{+1}r_{-1}|\cos\!\left(\frac{4\pi x}{p}+\varphi_0\right).$$

The cosine repeats when $4\pi x/p$ grows by $2\pi$, hence when $x$ grows by $p/2$. The fringe visibility is

$$V=\frac{I_{\max}-I_{\min}}{I_{\max}+I_{\min}}
=\frac{2|r_{+1}r_{-1}|}{|r_{+1}|^2+|r_{-1}|^2}.$$

Unequal orders reduce the contrast and leave the period alone. If either amplitude vanishes, there is no fringe.

There is a spatial picture of the factor two. At normal incidence, consider the field of the two first orders alone where they overlap above the grating, leaving out the incident wave and the zeroth order. The two orders share the same $k_{z}$, so apart from a common factor

$$E(X)=r_{+1}e^{iK(X-x)}+r_{-1}e^{-iK(X-x)}.$$

The interference term is $2|r_{+1}r_{-1}|\cos[2K(X-x)-\varphi_0]$. This is a pattern of spacing $p/2$ that depends on $X-x$ and therefore travels with the grating. A fixed point sees $x/(p/2)$ fringes pass. By contrast, one first order combined with a stationary reference beam has the phase $\mp Kx$ and gives one fringe per whole pitch.

## Second derivation: frequency shifts of a moving grating

Now let the grating move at constant velocity $v$ along $+x$, and do not treat it as momentarily at rest. In its own rest frame it is a static periodic object. Primes now denote quantities in that frame, and $\gamma=1/\sqrt{1-v^2/c^2}$. The incident wave has

$$\omega'=\gamma(\omega-vk_x),\qquad
k_x'=\gamma\!\left(k_x-\frac{v\omega}{c^2}\right).$$

Diffraction at a static grating leaves $\omega'$ unchanged and turns $k_x'$ into $k_x'+mK'$. The inverse transformation gives the laboratory frequency of order $m$:

$$\omega_m=\gamma\left[\omega'+v(k_x'+mK')\right]
=\gamma(\omega'+vk_x')+\gamma mvK'.$$

The first term is the incident frequency transformed back:

$$\gamma(\omega'+vk_x')
=\gamma^2\!\left(\omega-vk_x+vk_x-\frac{v^2}{c^2}\omega\right)
=\gamma^2\!\left(1-\frac{v^2}{c^2}\right)\omega=\omega.$$

For the second term, let $p$ be the pitch measured in the laboratory while the grating moves. Length contraction makes the rest pitch $p'=\gamma p$, so $K'=2\pi/p'=K/\gamma$. Therefore

$$\omega_m=\omega+mKv.$$

Order $+1$ is raised in frequency and order $-1$ is lowered. At a fixed point close to the grating, order $m$ varies as $e^{-i\omega_mt}=e^{-i\omega t}e^{-imKvt}$. Relative to the carrier $e^{-i\omega t}$,

$$\varphi_m(t)=\varphi_m(0)-mKvt.$$

Subtracting the two orders and using $x=vt$,

$$\varphi_{-1}(t)-\varphi_{+1}(t)=\varphi_0+2Kvt
=\varphi_0+\frac{4\pi x}{p}.$$

The detector sees the beat frequency

$$f=\frac{\omega_{+1}-\omega_{-1}}{2\pi}=\frac{2Kv}{2\pi}=\frac{2v}{p}.$$

Each beat cycle lasts $p/(2v)$, during which the grating moves $p/2$. At $v=1$ m/s and $p=1000$ nm the beat is 2 MHz.

This route also shows the effect of the light's flight to the detector. After a path of length $L$ in vacuum, the phase of order $m$ is that which left the grating at $t-L/c$. Its motion-dependent part is

$$-mKv\left(t-\frac Lc\right)=-mK\left(x-\frac{vL}{c}\right).$$

For equal paths the reading therefore lags the present position by $vL/c$. With $L=100$ mm and $v=1$ m/s the lag is 0.33 nm. For any part of the path inside dispersive glass, $L$ is the geometric length times the group index, not times the refractive index, because the two orders differ slightly in frequency.

## What each derivation assumes

Both derivations need a linear, rigid, periodic grating, one diffraction per order and fixed recombining optics. Neither needs a particular groove profile or wavelength.

The first compares stationary gratings at different positions. Applied to a moving stage, it assumes that the light responds as if the grating were at rest at each instant. In return, the motion may stop, reverse or follow any path, because the phase depends on position. It also treats displacements in all directions at once.

The second includes uniform motion from the start and needs no such assumption. It gives a rate of phase change. For varying speed one must integrate that rate,

$$\int 2Kv\,dt=2K\int v\,dt=2Kx,$$

which requires the speed to change little while light interacts with the grating. For equal paths, the flight to the detector only delays the reading, which shows the position at $t-L/c$. Writing the lag as $vL/c$ also requires the speed to change little during that flight. The constant $\varphi_0$ can also depend weakly on $v$, because the rest-frame incidence angle differs from the laboratory one by up to about $v/c$ in radians, and the frequency by a relative amount of at most that order. The distinction between rest and laboratory pitch is smaller still, of relative order $(v/c)^2$.

## Reading position and direction

One intensity cannot tell $+x$ from $-x$ at a fringe maximum. Four readings can, with known phases $\alpha_j=0,\pi/2,\pi,3\pi/2$ added to the $-1$ arm. All four must belong to the same position, so on a moving stage they should be taken simultaneously. Write $A=r_{+1}e^{-iKx}$ and $B=r_{-1}e^{iKx}$. Then

$$I_j=|A+Be^{i\alpha_j}|^2
=|A|^2+|B|^2+BA^*e^{i\alpha_j}+B^*Ae^{-i\alpha_j}.$$

Multiply by $e^{-i\alpha_j}$ and sum. The constant terms vanish because $\sum_j e^{-i\alpha_j}=0$. The last term vanishes because $e^{-2i\alpha_j}$ takes the values $1,-1,1,-1$. What remains is

$$S=\sum_jI_je^{-i\alpha_j}=4BA^*=4r_{-1}r_{+1}^*e^{2iKx}.$$

The phase of $S$, less its value at $x=0$, gives $x$ modulo $p/2$. Fringe counting supplies the missing integer, provided the stage moves by less than $p/4$ between successive sets of four readings.

## A stage-encoder example

Take $p=1000$ nm, $\lambda=633$ nm and normal incidence. The model grating has rectangular ridges 500 nm wide and 150 nm high. Its permittivity is $-30+1.5i$, an illustrative value for a reflecting metal with small loss. The first orders leave at $\theta_1$, where $\sin\theta_1=\lambda/p=0.633$, so $\theta_1=39.3^\circ$ and $\cos\theta_1=0.774$. Second orders would need a sine of 1.266 and do not propagate.

The amplitudes were computed by a coupled-wave method. It expands the permittivity and the field in Fourier harmonics along $x$, solves for the modes of the ridge layer, and matches them to the vacuum and the metal below. The electric field is parallel to the grooves. Each first order carries about 40% of the incident power and the zeroth order about 18%. The remainder, roughly 2%, is absorbed in the model metal.

With a ridge centred on the origin at $x=0$, mirror symmetry makes the two diffracted amplitudes equal. If the two recombining arms are also identical, $r_{+1}=r_{-1}$, so $\varphi_0=0$ and $V=1$. Relative to the maximum,

$$\frac{I}{I_{\max}}=\frac{1+\cos(4\pi x/p)}2.$$

The computed intensities over half a pitch are:

| $x$ (nm) | $I/I_{\max}$ |
|---:|---:|
| 0 | 1.000 |
| 125 | 0.500 |
| 250 | 0.000 |
| 375 | 0.500 |
| 500 | 1.000 |

A stepped ridge shows the asymmetric case. Its upper 75 nm extends from 0 to 300 nm and its lower 75 nm from 0 to 600 nm. The first orders then differ in strength, and the visibility falls to 0.97. The period remains 500 nm.

For a displacement of 137 nm, order $+1$ changes phase by $-49.32^\circ$ and order $-1$ by $+49.32^\circ$. Their difference is

$$\frac{4\pi(137\ {\rm nm})}{1000\ {\rm nm}}=1.7216\ {\rm rad}=98.64^\circ,$$

or 0.274 fringe. The four readings, relative to the maximum, are 0.4249, 0.0057, 0.5751 and 0.9943. With $e^{-i\alpha_j}=1,-i,-1,i$, they give

$$\frac{S}{I_{\max}}=(0.4249-0.5751)+i(0.9943-0.0057)
=-0.1502+0.9886i.$$

The real part is negative and the imaginary part positive, so the phase lies in the second quadrant, at $98.64^\circ$. Hence

$$x=\frac{98.64}{360}\times500\ {\rm nm}=137.0\ {\rm nm}.$$

One nanometre corresponds to $0.72^\circ$ of phase.

## Other motions and stray light

For a height change $z$, the general displacement factor adds $-(k_{z,\rm in}+k_{z,m})z$ to $\varphi_m$. In the difference, the incident part cancels:

$$\varphi_{-1}-\varphi_{+1}=\varphi_0+2Kx+(k_{z,+1}-k_{z,-1})z.$$

At normal incidence the last term is zero. For a small incidence tilt $\theta$, put $k_x\simeq k\theta$ and expand to first order:

$$k_{z,\pm1}\simeq\sqrt{k^2-K^2\mp2kK\theta}
\simeq k\cos\theta_1\mp\frac{K\theta}{\cos\theta_1}.$$

The added phase is $-2K\theta z/\cos\theta_1$. Division by $2K$ gives the apparent displacement

$$x_{\rm app}=-\frac{\theta z}{\cos\theta_1}.$$

A drop of 1000 nm with a tilt of 0.10 mrad gives $0.100/0.774=0.129$ nm.

If the grating vector is turned by $\gamma_r$ in the grating plane, $-mKx$ becomes $-mK(x\cos\gamma_r+y\sin\gamma_r)$, where $y$ is the sideways displacement. For $y=1$ mm and $\gamma_r=10$ µrad, the false reading is 10 nm.

Stray zeroth-order light breaks the half-pitch repetition itself. When $x$ increases by $p/2$, the factors $e^{\mp iKx}$ both change sign. The relative phase of the first orders is restored, but a constant stray field $C$ does not change sign with them. If $C$ bypasses the phase steps, $A$ becomes $A+C$ and

$$S=4B(A+C)^*=4BA^*\left(1+\frac{C^*}{A^*}\right).$$

Let $|C/A|=\eta<1$. The bracket is a point on a circle of radius $\eta$ centred at 1. The steepest line from the origin that touches this circle has angle $\arcsin\eta$. If the reference phase $\varphi_0$ is known without the leak, the position error therefore obeys

$$|\delta x|\le\frac{\arcsin\eta}{2K}=\frac{p\arcsin\eta}{4\pi}.$$

The phase of $C^*/A^*$ changes by $2\pi$ over a full pitch, so this error has period $p$. For $\eta=0.01$, a power ratio of $10^{-4}$, its peak is 0.80 nm. If the reference reading at $x=0$ contains the same leak, its own error is subtracted as well, and the displacement error is then at most twice the bound.

## Two diffractions at the same grating

Suppose a retroreflector sends each first order back for a second diffraction. At normal incidence, order $+1$ leaves with tangential wavenumber $K$ and returns with $-K$. To leave along the normal it must gain $+K$, so it again receives the phase $-Kx$. Its total is $-2Kx$; the other path receives $+2Kx$. The difference is

$$4Kx=\frac{8\pi x}{p},$$

and the fringe period becomes $p/4$, here 250 nm. The statement that half a pitch gives one fringe therefore belongs to the single-diffraction arrangement.

## Relation to real stage encoders

The pitch, wavelength and speed used here are illustrative choices. Real encoders depart from the ideal model in alignment, stray light and grating stability. For the disturbances chosen here, in-plane rotation moves the reading most, by 10 nm, followed by leakage at up to 0.80 nm, flight delay at 0.33 nm and height change at 0.13 nm. Thermal expansion alters $p$ itself: over a 100 mm stroke, an assumed expansion coefficient of $5\times10^{-8}$ K$^{-1}$ and a warming of 0.01 K give $10^8\ {\rm nm}\times5\times10^{-8}\times0.01=0.05$ nm. A stable rotation or pitch error can be calibrated; a drifting one cannot be removed by a single calibration. The wavelength is absent from the displacement term, but a drifting path difference between the two arms changes $\varphi_0$ and is read as motion. If the arms are unequal, a drifting wavelength has the same effect. Even with equal arms, $\varphi_0=\arg(r_{-1}r_{+1}^*)$ can depend on wavelength when the profile is asymmetric or the incidence oblique: for the stepped ridge above, a wavelength drift of 1 nm is read as about 0.07 nm of motion, whereas the symmetric ridge at normal incidence shows no such shift.
